# Self-Limiting Platinum Deposition Need Not Add One Monolayer per Cycle

## Definitions and conventions

Atomic-layer deposition builds a film in cycles of two half-cycles. In the first, a metal precursor reacts with the surface. In the second, a co-reactant, here oxygen, removes the ligands that the precursor left behind. A half-cycle is **self-limiting** if it stops by itself when no open site is left, so that a longer dose adds nothing. The claim examined here is that such a process must add one atomic layer per cycle.

The growth per cycle $g$ is the mean increase in film thickness. The coverage $\theta$ is the number of metal atoms added per cycle divided by the number in one full atomic layer. The algebra is in atomic units, with temperature $T$ as an energy. Numbers are in nm, Torr and K.

Platinum is face-centred cubic with lattice constant $a$. Its atoms lie at $(a/2)(i,j,k)$, with integers whose sum is even. The height of an atom along the [111] direction is

$$
\frac{a}{2}\,\frac{i+j+k}{\sqrt3}.
$$

The sum changes in steps of 2, so the layer spacing is $d=a/\sqrt3$. Within a layer the sum is fixed, and all atoms are reached by steps $\mathbf u=(a/2)(1,-1,0)$ and $\mathbf v=(a/2)(1,0,-1)$. Both have length $s=a/\sqrt2$, and $\mathbf u\cdot\mathbf v=a^2/4=s^2/2$, so the angle between them is $60^\circ$. The area per site is therefore

$$
\sigma=s^2\sin60^\circ=\frac{\sqrt3}{2}\,\frac{a^2}{2}=\frac{\sqrt3\,a^2}{4}.
$$

## The counter-example: platinum at 0.05 nm per cycle

**Conversion to a layer fraction.** The cubic cell of volume $a^3$ holds four atoms. If the film has bulk density, the number of atoms added per unit area is $N=4g/a^3$. Multiplying by the area per site gives

$$
\theta=N\sigma=\frac{4g}{a^3}\,\frac{\sqrt3\,a^2}{4}=\frac{\sqrt3\,g}{a}=\frac{g}{d}.
$$

With $a=0.392$ nm, $d=0.392/\sqrt3=0.2263$ nm, and

$$
\theta=\frac{0.05}{0.2263}=0.221 .
$$

One cycle adds about 22% of a Pt(111) layer, or $3.32$ atoms/nm² ($3.32\times10^{14}$ atoms/cm²). Each added atom has $1/N=0.301$ nm² to itself, against $\sigma=0.0665$ nm² in a full layer. It takes $1/\theta=4.5$ cycles to add the equivalent of one layer. This is an average and does not say that a flat layer is completed at that moment.

**Is the supply too small?** Take the precursor MeCpPtMe₃, of molar mass 319 g/mol, at 0.05 Torr and 570 K for 1 s. For an ideal gas of number density $p/T$, the arrival rate per unit area is the density times the mean of the velocity component $v$ towards the surface:

$$
J=\frac pT\int_0^\infty v\sqrt{\frac{m}{2\pi T}}\;e^{-mv^2/2T}\,dv
=\frac pT\sqrt{\frac{m}{2\pi T}}\;\frac Tm=\frac{p}{\sqrt{2\pi mT}} .
$$

This gives about 2740 arrivals per site during the pulse. Suppose that one arrival in a hundred on an open site sticks. There are then $x=27.4$ effective attempts per site. A site still open at the end has never received such an attempt, because the first one would have closed it. For random, independent attempts the probability of this is $e^{-x}=e^{-27.4}$, which is negligible. With these numbers the half-cycle ends because the surface is closed, not because molecules run out.

**How much room does a ligand need?** Suppose first that every landed platinum atom keeps its methylcyclopentadienyl ring, lying flat. With round model values for bond lengths and contact radii, the ring's shadow on the surface has area $A=0.359$ nm². Replace it by a disc of equal area, with diameter

$$
D=2\sqrt{A/\pi}=0.676\ \text{nm},\qquad \frac{D^2}{s^2}=5.96 .
$$

Two sites separated by $h\mathbf u+k\mathbf v$ have squared distance

$$
h^2s^2+k^2s^2+2hk\,\frac{s^2}{2}=s^2(h^2+hk+k^2).
$$

The possible values are $1,3,4,7,\dots$ times $s^2$. Discs may not overlap, so two rings must be at least $\sqrt7\,s$ apart. A ring closes its own site and the six sites at each of the squared distances $s^2$, $3s^2$ and $4s^2$: $1+18=19$ sites in all.

**The best possible arrangement.** Consider a hexagon made of a site and its six nearest neighbours. Its widest pair is $2s$ apart, which is less than $\sqrt7\,s$, so it holds at most one ring. On a large surface of $M$ sites, with edges neglected, there is one such hexagon centred on each site, and each site belongs to seven hexagons. If there are $n$ rings, counting them hexagon by hexagon counts each ring seven times. Hence

$$
7n\le M,\qquad \theta=\frac nM\le\frac17=0.143 .
$$

The bound is reached by the array with steps $2\mathbf u+\mathbf v$ and $-\mathbf u+3\mathbf v$. Both have squared length $7s^2$, they make an angle of $60^\circ$, and their cell contains $2\cdot3-1\cdot(-1)=7$ sites. An exhaustive search on a periodic patch of 49 sites also found at most 7 rings.

**Random landing.** Molecules that land at random and then stay put do not form this array. They leave gaps that are too small for another ring but larger than the ordered array would leave. A simulation of such landing stops at $\theta=0.096$, or 0.022 nm per cycle. The coverage is 0.091 after one attempt per site and 0.096 after ten, and the atom count at twenty equals the final one. This process is self-limiting, yet it stops at about a tenth of a layer. The value 0.096 belongs to the disc rule. The lobed outline of the ring with its methyl group also overlaps at squared distances up to $4s^2$ in every orientation sampled, so the bound $1/7$ still applies to it. At $\sqrt7\,s$, however, only about two thirds of the orientation pairs fit, and random landing of the outline with random orientation stops near 0.089. When the rings are removed on landing and the landing rule is otherwise unchanged, the layer fills completely. Within the model, crowding is therefore the cause of the shortfall.

## The correct general statement

Let the surface have $M$ sites, one for each atom of a full layer, and let a fraction $\omega$ of them be open at the start of the precursor half-cycle. Assume that

- a molecule can land on an open site but not on a closed one;
- each landing leaves one metal atom and closes its own site, and possibly others;
- closed sites stay closed, and landed atoms stay, until the half-cycle ends;
- the dose is long enough to close every open site.

Let $\bar b$ be the mean number of still-open sites that a landing closes, its own included. Then

$$
\boxed{\;\theta=\frac{\omega}{\bar b}\;,\qquad g=\frac{\omega\,d}{\bar b}\;}
$$

where the second form holds for a dense film growing on flat (111) layers.

**Proof.** Number the landings $1,\dots,n$, and let landing $i$ close $b_i$ sites that were open just before it. Since closed sites stay closed, each of the $\omega M$ initially open sites is closed once. At saturation none is left, so

$$
\omega M=\sum_{i=1}^{n}b_i=n\bar b .
$$

Dividing by $M\bar b$ gives $n/M=\omega/\bar b$. Each landing leaves one metal atom, so $n/M=\theta$. The relation $g=\theta d$ then gives the second form. $\square$

Self-limitation enters the proof through the words "none is left". It sets the end of the half-cycle but not the value of $\bar b$. Since $\bar b\ge1$ and $\omega\le1$, the coverage is at most one. It equals one when all sites start open and each landing closes its own site alone. A precursor carrying several metal atoms violates the second assumption and could exceed this limit.

The flat-ring model has $\omega=1$. A landing there closes at most 19 open sites, so $\theta\ge1/19$, while the hexagon argument gives $\theta\le1/7$. The simulated coverage corresponds to $\bar b=1/0.096\approx10$. This is well below 19 because the areas closed by neighbouring rings overlap, and a site already closed is not counted again.

The statement also shows what a measured growth rate cannot reveal. The value $\theta=0.221$ fixes the ratio $\omega/\bar b$ alone. A surface with few reactive sites and small ligands can give the same number as a fully reactive surface with bulky ones.

If the oxygen half-cycle removes the remaining ligands and restores the same $\omega$ and the same landing conditions, the next cycle adds the same amount. Thickness then grows in proportion to the number of cycles, although no cycle adds a full layer.

## Why flat rings alone do not give 0.22

The flat-ring model shows how ligands can stop a cycle short of a full layer, but it overshoots: its ceiling of 0.143 lies below 0.221. Two changes can raise the ceiling above the observed value.

The first is orientation. If shadows of area $A$ do not overlap, then $NA\le1$, and so $\theta=N\sigma\le\sigma/A$. For the actual outline of the flat ring this gives 0.185, even if the outlines could tile the surface without gaps. A ring standing on edge, with its methyl group pointing up, has a shadow of 0.198 nm² and a ceiling of 0.336. The area argument therefore does not exclude the observed growth if the rings tilt strongly: the ceiling passes 0.221 at a tilt between $40^\circ$ and $50^\circ$. A ceiling is not a coverage, however. An equal-area disc for the upright ring needs a squared distance of $4s^2$, which allows at most $\theta=1/4$. Random landing of upright rings stops near 0.15 with the disc rule and near 0.17 with the actual outline. Within the model, tilting alone does not reach 0.221 unless the rings also order.

The second is ligand loss during the precursor pulse, for example by reaction with oxygen left on the surface. Let a fraction $q$ of the landed molecules lose their ring at once. A platinum atom without a ring closes its own site and does not obstruct a neighbour's ring. The hexagon bound now applies to the atoms that keep their rings:

$$
(1-q)\,\theta\le\frac17
\quad\Longrightarrow\quad
q\ge1-\frac{1}{7\theta}=1-\frac{0.1429}{0.2209}=0.35 .
$$

This is the least loss that the disc model allows, whatever the arrangement. Random landing needs more. Single simulation runs, which scatter by one to two per cent, give a coverage of about 0.21 at $q=0.6$ and 0.34 at $q=0.8$. Linear interpolation gives $q\approx0.62$ for the required growth, and a separate simulation at that value gives $\theta=0.216$, slightly below the target of 0.221. The coverage curves upward between $q=0.6$ and $0.8$, so the straight line underestimates $q$; averages over repeated runs on a finer grid of $q$ give about 0.63. This $q$ is an inference from a model with flat rings, not a measured reaction yield.

## The model beside the real process

The growth of 0.05 nm per cycle and the temperature of 570 K are rough typical values for platinum from MeCpPtMe₃ and oxygen. The pressure, pulse length and sticking probability are illustrative. Real ligands need not be kept whole or lost whole: fragments and methyl groups may remain, and atoms may move. The model omits all of this, so its value of $q$ should be read as a scale.

Real films are also rough. If the true area is 1.2 times the projected area, the coverage per true area falls from 0.221 to 0.184. That is practically the tiling ceiling of 0.185 for flat rings, so the tiling argument by itself would no longer demand tilting or ligand loss. The stricter disc model still would, since 0.184 exceeds 0.143.

Other corrections are smaller or leave the conclusion unchanged. A film density 5% below bulk gives $\theta=0.21$. Thermal expansion changes $d$ by about 0.25%. On a (100) facet the same thickness is 0.255 of a layer, because the layers are closer together. Changing all contact radii by 10% moves the flat-ring tiling ceiling between 0.167 and 0.207, while the disc model still requires seven sites per ring. None of these changes brings the growth near one layer per cycle. The main values used here are collected in the numerical output below.

## Numbers as computed

```
Lattice constant (rough): 0.392 nm
Growth per cycle (rough): 0.05 nm
Pt(111) layer spacing: 0.2263 nm
Nearest site spacing: 0.2772 nm
Area per Pt(111) site: 0.06654 nm^2
Pt(111) layer density: 15.03 atoms/nm^2
Fraction of a Pt(111) layer per cycle: 0.2209
Cycles per layer-equivalent: 4.526
Pt atoms added per cycle: 3.32 atoms/nm^2
Same, converted: 3.32e+14 atoms/cm^2
Area per added Pt atom: 0.3012 nm^2
Bonds C-C, C-H, C-CH3: 0.142, 0.108, 0.15 nm
Contact radii C, H, CH3: 0.17, 0.12, 0.2 nm
Flat ring shadow: 0.359 nm^2
Edge-on ring shadow: 0.198 nm^2
Flat ring tiling ceiling, layer fraction: 0.185
Edge-on tiling ceiling, layer fraction: 0.336
Equal-area disc diameter: 0.676 nm
Disc diameter squared / site spacing squared: 5.96
Sites per ring in densest site array: 7
Sites blocked by one ring, own site included: 19
Exhaustive search, most rings on 49 sites: 7
Ordered ceiling, layer fraction: 0.1429
Ordered ceiling, growth per cycle: 0.0323 nm
1D jamming, simulated and exact: 0.4334, 0.4323
Random coverage after 1 attempts per site: 0.0906
Random coverage after 10 attempts per site: 0.0962
Random coverage after 20 attempts per site: 0.0962
Random jammed coverage, layer fraction: 0.0962
Random jammed growth per cycle: 0.0218 nm
Ring loss 0.0: layer fraction 0.096, growth 0.0218 nm
Ring loss 0.2: layer fraction 0.113, growth 0.0257 nm
Ring loss 0.4: layer fraction 0.147, growth 0.0334 nm
Ring loss 0.5: layer fraction 0.180, growth 0.0406 nm
Ring loss 0.6: layer fraction 0.210, growth 0.0475 nm
Ring loss 0.8: layer fraction 0.344, growth 0.0780 nm
Ring loss 1.0: layer fraction 1.000, growth 0.2263 nm
Ring-loss probability matching the growth: 0.62
Layer fraction simulated at that loss: 0.216
Precursor: 0.05 Torr, 570 K, 1 s, 319 g/mol
Arrivals per site in the pulse: 2.74e+03
Assumed sticking probability on an open site: 0.01
Effective attempts per site: 27.4
Fraction of jammed coverage reached: 1
Contact radii -10%: flat shadow 0.322 nm^2, tiling ceiling 0.207, sites per ring 7
Contact radii +10%: flat shadow 0.398 nm^2, tiling ceiling 0.167, sites per ring 7
Thermal expansion of layer spacing (rough): 0.25 %
Layer fraction if film density is 5% low: 0.21
Layer fraction per true area, roughness 1.2: 0.184
Fraction of a Pt(100) layer instead: 0.255
```
